# Comment on reading spin polarization from bias-dependent tunnelling magnetoresistance

**The argument under review.** The manuscript considers a tunnel junction with two identical ferromagnetic electrodes. Its tunnelling magnetoresistance (TMR) falls from 67 percent at zero bias to 30 percent at 0.25 V. At each bias the authors insert the TMR into the formula for elastic tunnelling and solve for the spin polarization, which drops from 0.50 to 0.36. They conclude that the Fermi-level polarization of the electrodes decreases with bias.

The arithmetic is right. The conclusion needs a further premise: that the elastic formula still holds at finite bias. There is also a difficulty of definition. The Fermi-level polarization belongs to an electrode in equilibrium, whereas a biased junction draws on states throughout an energy window. The question is therefore whether electrodes of fixed polarization could give the same data.

**What the elastic formula assumes**

Let $\rho_M$ and $\rho_m$ be the majority and minority densities of states, taken as constant in energy, with $\rho=\rho_M+\rho_m$ and $P=(\rho_M-\rho_m)/\rho$, $0<P<1$. Then $\rho_M=\rho(1+P)/2$ and $\rho_m=\rho(1-P)/2$. I use atomic units, zero temperature and lowest order in tunnelling. The bias energy is $U=e|V|$, and $G=dI/dU$ is the differential conductance.

For a spin-independent direct amplitude $T_d$, the golden rule gives $G=2\pi T_d^2$ times the sum of products of initial and final densities. With parallel magnetizations, majority states connect to majority states and minority to minority:

$$\rho_M^2+\rho_m^2=\frac{\rho^2}{4}\left[(1+P)^2+(1-P)^2\right]=\frac{\rho^2}{2}(1+P^2).$$

With antiparallel magnetizations, each spin passes between a majority and a minority band:

$$2\rho_M\rho_m=\frac{\rho^2}{2}(1-P^2).$$

In units of $\pi T_d^2\rho^2$ the conductances are $g_P=1+P^2$ and $g_{AP}=1-P^2$. Hence

$$\mathrm{TMR}=\frac{g_P-g_{AP}}{g_{AP}}=\frac{2P^2}{1-P^2},\qquad \frac{\mathrm{TMR}}{2+\mathrm{TMR}}=\frac{g_P-g_{AP}}{g_P+g_{AP}}=P^2 .$$

The second relation is the authors' inversion. It assumes that every electron keeps its spin.

**Adding spin flips at fixed polarization**

Suppose that an electron crossing the barrier can also exchange spin with a local spin $S$ at either interface. For one tunnelling site the amplitude operator is

$$T=T_d+T_J\sum_{\alpha=L,R}\left(\sigma^+S_\alpha^-+\sigma^-S_\alpha^+\right),\qquad \sigma^+=|\uparrow\rangle\langle\downarrow| .$$

Rates from different sites are added, and conductances are per site. Both amplitudes are independent of bias, and magnons relax between tunnelling events. The static coupling $\sigma_zS_z$ is omitted here and restored below.

At zero temperature the interface spins are saturated, so a magnon can be emitted but not absorbed. For a spin pointing up, $S^-|S,S\rangle=\sqrt{2S}\,|S,S-1\rangle$, and the squared flip element is $2ST_J^2$. Emission lowers the electrode's spin by one unit along its own axis. Conservation of angular momentum then turns the electron towards that axis, which is the electrode's majority direction.

Let electrons flow from left to right, with the left spin up.

- Parallel alignment: emission at either interface turns a down electron up. It leaves a minority state and enters a majority state, so the two interfaces give $2\rho_M\rho_m$.
- Antiparallel alignment, emission on the left: down becomes up. Down is minority on the left and up is minority on the right, which gives $\rho_m^2$.
- Antiparallel alignment, emission on the right: up becomes down. Up is majority on the left and down is majority on the right, which gives $\rho_M^2$.

Magnons in different electrodes are orthogonal final states, so their probabilities add. Compared with elastic tunnelling, the weights are interchanged: the flip channel favours the antiparallel state. Reversing the current swaps the two antiparallel terms and leaves their sum unchanged, so the conductances are even in $V$.

**How many magnons the bias can reach**

Treat each interface as a layer of $N$ spins, one per cell, decoupled from the electrode behind it. It has $N$ magnon modes of energy $\omega_q$. If it is periodic, a spin flip on one site is an equal-weight superposition of these modes, each with probability $1/N$. To emit mode $q$, an electron of energy $E$ must come from a filled state, $E<U$, and end in an empty one, $E-\omega_q>0$. The allowed interval has length $U-\omega_q$ if this is positive. The flip current is therefore

$$I_{\rm flip}=2\pi(2ST_J^2)\,W\,\frac1N\sum_{\omega_q<U}(U-\omega_q),$$

where $W$ is $2\rho_M\rho_m$ or $\rho_M^2+\rho_m^2$. Each term vanishes at its threshold, so differentiation merely counts open modes:

$$\frac{dI_{\rm flip}}{dU}=2\pi(2ST_J^2)\,W\,x(U),$$

where $x(U)$ is the fraction of modes with energy below $U$. If the interface spin is coupled to the bulk of the electrode, $x(U)$ becomes the weight on that spin of all modes below $U$, and the formulas below keep their form. Dividing by $\pi T_d^2\rho^2$ and defining $r=2S(T_J/T_d)^2$ gives

$$g_P=1+P^2+rx(1-P^2),\qquad g_{AP}=1-P^2+rx(1+P^2).$$

Their difference is $2P^2+rx[(1-P^2)-(1+P^2)]=2P^2(1-rx)$, so

$$\mathrm{TMR}=\frac{2P^2(1-rx)}{1-P^2+rx(1+P^2)} .$$

To find the trend, write $z=rx$, $A=1-P^2$ and $B=1+P^2$. Then

$$\frac{d\,\mathrm{TMR}}{dz}=2P^2\,\frac{-(A+Bz)-B(1-z)}{(A+Bz)^2}=-\frac{4P^2}{(A+Bz)^2}<0,$$

because $A+B=2$. Raising the bias can open modes but cannot close them. Within this model the TMR therefore never rises with bias, and it falls whenever new modes open, while $P$ stays fixed.

The authors' inversion would return an apparent polarization

$$P_{\rm app}=\sqrt{\frac{g_P-g_{AP}}{g_P+g_{AP}}}=P\sqrt{\frac{1-rx}{1+rx}}\qquad(rx\le1).$$

This quantity falls because the elastic formula is being applied to a current that is partly inelastic. For $rx>1$ the TMR is negative and the inversion has no real solution.

**Numbers**

Take $\omega=Dq^2$ in a circular zone with one mode per site of area $a^2$. Equating areas, $\pi q_{\max}^2=(2\pi/a)^2$, gives the cutoff $E_m=Dq_{\max}^2=4\pi D/a^2$. The mode fraction is $q^2/q_{\max}^2$, so $x=U/E_m$ up to the cutoff and $x=1$ above it.

I choose round model parameters: $P=0.5$, $S=1$, $T_J/T_d=0.4$, $D=0.1$ eV Å$^2$ and $a=2.5$ Å. They give $r=2(0.4)^2=0.32$ and $E_m=4\pi(0.1)/6.25=0.201$ eV. At $U=0.10$ eV, $x=0.497$ and $rx=0.159$, so

$$g_P=1.25+0.159(0.75)=1.369,\qquad g_{AP}=0.75+0.159(1.25)=0.949 .$$

The TMR is 44.3 percent, against 66.7 percent at zero bias, and $P_{\rm app}=0.426$. At 0.25 eV all modes are open, the TMR is 29.6 percent and $P_{\rm app}=0.359$. If the manuscript's TMR is the differential one, these are its end values, obtained without changing $P$. They do depend on the chosen stiffness, which is well below that of bulk iron (about 0.3 eV Å$^2$). With $D=0.3$ eV Å$^2$ and the other parameters unchanged, only 41 percent of the modes are open at 0.25 eV and the TMR is still 47 percent; reaching 30 percent would take $T_J/T_d\approx0.62$.

The initial fractional fall per unit energy follows from the derivative at $z=0$, divided by $\mathrm{TMR}(0)=2P^2/A$ and multiplied by $dz/dU=r/E_m$:

$$\frac{4P^2}{A^2}\,\frac{A}{2P^2}\,\frac{r}{E_m}=\frac{2r}{(1-P^2)E_m}=4.24\ \text{per eV}.$$

The TMR is halved when $(1-z)/(A+Bz)=1/(2A)$. Cross-multiplying gives $2A-2Az=A+Bz$, or $z=A/(2A+B)=0.273$. Thus $x=0.852$ and $U=0.171$ eV (0.0063 hartree). An explicit count of electron levels and magnon modes gives the same value to three decimals. If $r<A/(2A+B)$, magnons alone cannot halve the TMR in this model.

The authors should also state which resistance they use. The chord conductance $I/U$ replaces $x$ by its average over bias,

$$y=\frac1U\int_0^U x\,dU'=\begin{cases}U/(2E_m), & U\le E_m,\\ 1-E_m/(2U), & U>E_m.\end{cases}$$

At 0.10 eV the chord TMR is 54.2 percent, not 44.3. At 0.25 eV it is 40.9 percent and still falling, although the differential TMR has levelled off. A chord TMR of 30 percent at 0.25 eV would take $T_J/T_d\approx0.51$.

**Is the result an artefact of the model?**

*The magnon spectrum.* The flat mode density is not needed. A square lattice with the same stiffness has $\omega=(2D/a^2)(2-\cos q_xa-\cos q_ya)$ and a band top of 0.128 eV. Since $1-\cos\theta\le\theta^2/2$, its modes lie no higher than $Dq^2$, and more of them are open at a given bias within the band. The TMR falls faster, to about 51 percent at 0.05 eV and 34 percent at 0.10 eV, and reaches the same 29.6 percent once all modes are open.

*The flip itself.* With $T_J=0$ the TMR is flat. It is also flat if the electron excites the interface without changing its own spin, because both elastic conductances are then multiplied by the same factor. Inelastic current alone is not enough. The TMR declines because the flip channel has a smaller parallel-to-antiparallel ratio than the elastic channel; here the interchange of weights even makes that ratio less than one.

*The omitted static coupling.* Restoring $T_J\sigma_z(S_{L,z}+S_{R,z})$ changes the parallel elastic amplitudes to $T_d\pm2ST_J$; in the antiparallel state the two terms cancel. For the parameters above, $2ST_J=0.8\,T_d$, which is not small, so the numbers belong to the transverse model. The trend is more robust. For any bias-independent elastic conductances $g_P^0$ and $g_{AP}^0$, the derivative of

$$\frac{g_P^0+z(1-P^2)}{g_{AP}^0+z(1+P^2)}$$

has the sign of $(1-P^2)g_{AP}^0-(1+P^2)g_P^0$. This is negative whenever the zero-bias TMR is positive. The elastic inversion, however, would then in general misjudge $P$ even at zero bias.

The size of the fall also depends on the sign of $T_J$. With $s=2ST_J/T_d$, the parallel elastic conductance becomes $(1+P^2)(1+s^2)+4Ps$, while the antiparallel one stays $1-P^2$. For $S=1$ and a zero-bias TMR of 67 percent, a positive $T_J/T_d$ cannot bring the TMR below about 50 percent, even with all modes open. A negative one can: $T_J/T_d=-0.2$ with $P=0.793$ takes it from 67 to 30 percent.

*Temperature.* Thermal magnons allow absorption and smear the thresholds. A gapless flat spectrum cannot simply be carried over: the thermal occupation behaves as $k_BT/\omega$ at low energy, and its integral diverges logarithmically. A finite-temperature fit with this two-dimensional spectrum needs a magnon gap or another low-energy cutoff. With a three-dimensional mode density, proportional to $\sqrt\omega$, the integral converges without one.

**What the conductances can and cannot decide**

The TMR curve discards information, so the authors should show $g_P$ and $g_{AP}$ separately. Apply the elastic formula directly to the differential conductance at each bias, as the inversion does. With a constant total density of states it gives $g=1\pm P_{\rm app}^2$. This reproduces the TMR, but the two conductances sum to 2 at every bias. (If instead the current were $U[1\pm P^2(U)]$ in the same units, $dI/dU$ would contain a further term $\pm U\,dP^2/dU$. It changes the differential TMR but cancels in the sum, which is still 2.) The magnon model gives a sum of $2(1+rx)$, which is 2.32 at 0.10 eV, and both of its conductances rise.

Even this is not decisive. If the elastic rival is allowed a common bias-dependent factor $1+rx$, then

$$(1+rx)\left(1\pm P^2\frac{1-rx}{1+rx}\right)=1+rx\pm P^2(1-rx),$$

and the two signs are the magnon model's $g_P$ and $g_{AP}$. The shape of that factor is informative, though. For the circular zone it is linear in $|V|$, with a cusp at zero bias, whereas a smooth barrier factor even in $V$ starts as $V^2$. The linear onset belongs to a gapless two-dimensional spectrum. For an interface spin coupled to a bulk electrode the local mode density starts as $\sqrt\omega$, and the factor starts as $|V|^{3/2}$. A magnon gap would move the onset from zero bias to the gap energy.

The model also fixes the ratio of slopes wherever modes are opening:

$$\frac{dg_{AP}/dU}{dg_P/dU}=\frac{1+P^2}{1-P^2}=\frac{g_P(0)}{g_{AP}(0)} .$$

In the example the slopes are 1.99 and 1.19 per eV. Their ratio, 1.67, equals the zero-bias conductance ratio $1.25/0.75$. For this gapless two-dimensional spectrum the same slopes appear in $d^2I/dV^2$ as a sign-changing step at zero bias, larger in the antiparallel state. With a $|V|^{3/2}$ onset the slopes vanish at zero bias and there is no step, but their ratio is unchanged. Agreement with this relation would support magnon-assisted flips without proving them, since other processes can also produce zero-bias anomalies. Disagreement would show that this minimal model is incomplete, not that magnons are absent: the static coupling discussed above leaves the slopes alone but changes $g_P(0)$, except at $s=-4P/(1+P^2)$, and so in general breaks the second equality.

**Requested revision.** The extracted quantity should be called an apparent polarization under the assumption of elastic tunnelling. A claim that the electrode polarization itself changes needs evidence independent of that inversion. The reported decline is compatible with magnon-assisted tunnelling at fixed $P$, and the TMR curve alone does not choose between the two readings. The values of the worked example are listed in the numerical output.

## Computed results

```
fixed polarization P = 0.500 (no unit)
interface spin S = 1.0 (no unit)
amplitude ratio T_J/T_d = 0.40 (no unit)
flip strength r = 0.3200 (no unit)
magnon stiffness D = 0.100 eV angstrom^2
site spacing a = 2.50 angstrom
zone radius q_max = 1.4180 1/angstrom
magnon cutoff E_m = 0.2011 eV
conductances below in units of pi T_d^2 rho^2
bias energy 0.00 eV: mode fraction x = 0.0000
  g_P = 1.2500, g_AP = 0.7500, sum = 2.0000
  TMR = 66.67 percent, apparent P = 0.5000
  chord: y = 0.0000, TMR = 66.67 percent
  elastic rival: g_P = 1.2500, g_AP = 0.7500
bias energy 0.05 eV: mode fraction x = 0.2487
  g_P = 1.3097, g_AP = 0.8495, sum = 2.1592
  TMR = 54.18 percent, apparent P = 0.4617
  chord: y = 0.1243, TMR = 60.03 percent
  elastic rival: g_P = 1.2131, g_AP = 0.7869
bias energy 0.10 eV: mode fraction x = 0.4974
  g_P = 1.3694, g_AP = 0.9489, sum = 2.3183
  TMR = 44.30 percent, apparent P = 0.4259
  chord: y = 0.2487, TMR = 54.18 percent
  elastic rival: g_P = 1.1813, g_AP = 0.8187
bias energy 0.15 eV: mode fraction x = 0.7460
  g_P = 1.4290, g_AP = 1.0484, sum = 2.4775
  TMR = 36.31 percent, apparent P = 0.3920
  chord: y = 0.3730, TMR = 48.97 percent
  elastic rival: g_P = 1.1536, g_AP = 0.8464
bias energy 0.25 eV: mode fraction x = 1.0000
  g_P = 1.4900, g_AP = 1.1500, sum = 2.6400
  TMR = 29.57 percent, apparent P = 0.3589
  chord: y = 0.5979, TMR = 40.88 percent
  elastic rival: g_P = 1.1288, g_AP = 0.8712
initial fractional fall of TMR = 4.244 per eV
slope of g_P below E_m = 1.1937 per eV
slope of g_AP below E_m = 1.9894 per eV
slope ratio from explicit sums = 1.6667
zero-bias ratio g_P/g_AP = 1.6667
mode fraction at half TMR = 0.8523
bias energy at half TMR = 0.1714 eV = 0.006297 hartree
same from explicit sums = 0.1711 eV
number of magnon modes in the sums = 11289
largest conductance deviation = 6.1e-04
largest TMR deviation = 0.044 percentage points
square-lattice magnon band top = 0.1280 eV
square lattice, 0.05 eV: TMR = 50.81 percent
square lattice, 0.10 eV: TMR = 33.64 percent
square lattice, 0.15 eV: TMR = 29.57 percent
```
